Does a low-temperature resistance upturn in a thin film prove Kondo scattering?

**Question**

I have a disordered metal film 10 nm thick. Near 10 K its sheet resistance rises as the logarithm of temperature on cooling, and a magnetic field lowers it. I was told that these two facts establish the Kondo effect, that is, scattering from magnetic impurities. Do they? If not, which field measurement separates Kondo scattering from weak localization, and how large are the signals?

**Answer**

They do not. Weak localization in two dimensions also gives a logarithmic upturn, and with weak spin-orbit scattering it also gives a negative magnetoresistance. To tell the two apart, one has to know how each responds to a field.

I take a diffusive film with k_F l ≫ 1, where l is the mean free path. Ordinary disorder, with elastic time τ, dominates the resistance R. The diffusion constant is D, and ν is the density of states per spin and volume.

**The Kondo logarithm**

Let dilute spin-1/2 moments couple to the electrons through H = J s·S with J > 0, and define g = νJ. To first order the scattering amplitude is J s·S. To second order the electron passes through an intermediate state of energy ε′. That state is either empty, with weight 1 − f, or occupied, with weight f; in the second case the two spin operations act on the electron in the opposite order. Since sᵃsᵇ = δₐᵦ/4 + (i/2)εₐᵦ꜀s꜀, and likewise for S, the two orders give

empty: Σ sᵇsᵃSᵇSᵃ = 3/16 − (1/2) s·S
occupied: Σ sᵃsᵇSᵇSᵃ = 3/16 + (1/2) s·S

For an electron at the Fermi level the energy denominator is 0 − ε′. The 3/16 parts cancel in a symmetric band of half-width D_c. The rest changes J by

δJ = νJ² ∫ [1/2 − f(ε′)]/ε′ dε′ = νJ² ∫₀^{D_c} tanh(ε′/2kT)/ε′ dε′ ≈ νJ² [ln(D_c/kT) + constant].

The Kondo resistance R_K is proportional to J², so to leading order

dR_K/d ln T = −2g R_K,

where g is the coupling at the working temperature. Repeating the step over successive narrow energy ranges gives dg/d ln T = −g², hence a Kondo temperature T_K = T exp(−1/g). The treatment requires T ≫ T_K.

**The Kondo response to a field**

A field splits the two moment states by g_s μ_B B, with g_s = 2. Let x = g_s μ_B B/kT and measure energies in kT. The populations of the lower and upper states satisfy P₁ − P₂ = tanh(x/2).

Without a spin flip the matrix element is ±J/4, which contributes J²/16 to the rate. With a flip it is J/2, which contributes J²/4 times a thermal factor. If the electron raises the moment, it loses energy x. Its deviation from equilibrium then relaxes at a rate proportional to P₁[1 − f(ε−x)] + P₂f(ε−x), where the second term comes from the reverse process. Scattering is isotropic, so scattered electrons carry no memory of the current.

The conductivity averages this over −f′(ε). Define h(x) = ∫(−f′(ε))f(ε−x)dε. To find it, start from

∫ f(ε−x)[1−f(ε)]dε = ∫ [f(ε−x)−f(ε)]dε/(1−e^(−x)) = x/(1−e^(−x)).

Differentiating the left side with respect to x and reversing the sign of the integration variable gives h. Therefore

h = 1/2 + (1/2)coth(x/2) − x/[4 sinh²(x/2)].

The thermal factor becomes

P₁(1−h) + P₂h = 1/2 − (h−1/2)tanh(x/2) = x/(2 sinh x).

Electrons of the other spin give the same result. Adding the two contributions and dividing by the zero-field value 3J²/16,

R_K(B)/R_K(0) = (1 + 2x/sinh x)/3.

Interference with ordinary scattering on the same impurity has opposite signs for the two electron spins, and cancels at first order in moment density. The corrections to this field factor are of relative order g while x is not much above 1. At larger x they grow as g ln x, and the leading-order factor is no longer reliable once g ln x is not small.

At small x the factor is 1 − x²/9; at large x this leading-order expression tends to 1/3, because spin flips freeze out. The field scale is kT/(g_s μ_B), and for isotropic g-factors the direction of the field does not matter.

**The weak-localization logarithm**

An electron starting in state k can reach k′ by a chain of scatterers or by the same chain in reverse. The two amplitudes differ in phase by q·r, where q = k + k′ and r joins the ends of the chain. Averaging over diffusive displacements leaves an interference factor exp(−Dq²t − t/τφ), where τφ is the phase-coherence time.

The classical probability of reaching one particular state in volume V is 1/(νV) times the energy overlap of the two states. Near k′ = −k that overlap is τ/(πħ), since both are Lorentzians of half-width ħ/2τ. The interference adds this probability again, for a state with reversed velocity. The diffusion constant is the time integral of the velocity correlation, and ⟨v_x²⟩τ = D, so

δD = −[D/(πħν)] (1/V) Σ_q 1/(Dq² + 1/τφ).

Use σ = 2e²νD and multiply by the thickness d. In a film thinner than the phase length √(Dτφ), the dependence on τφ comes almost entirely from wavevectors in the plane, so I keep only these:

δσ = −(2e²D/πħ) ∫ d²q/(2π)² · 1/(Dq² + 1/τφ).

Diffusion fails for q² above about 1/(Dτ). With that cutoff, and τφ ≫ τ,

δσ = −G₀ ln(τφ/τ), G₀ = e²/(2π²ħ).

If l is shorter than the thickness, as in the film below, wavevectors across the film add a further reduction that hardly depends on τφ. It changes the temperature slope of that film by only about 0.3%, which I neglect.

If τφ ∝ T^(−p), the conductance falls by pG₀ per unit decrease of ln T. Since δR = −R²δσ, the resistance rises logarithmically with no moments present.

**The weak-localization response to a field**

In a perpendicular field the interfering pair behaves as a particle of charge 2e. Its q² becomes (4eB/ħ)(n + 1/2), with eB/(πħ) states per area in each level. Substitution gives

δσ(B) = −G₀ Σₙ 1/(n + 1/2 + b), b = Bφ/B, Bφ = ħ/(4eDτφ).

Cut the sum off after N levels: it equals ψ(N+1/2+b) − ψ(1/2+b), where ψ is the digamma function. The zero-field integral with the same cutoff is ln[(N+b)/b]. As N grows, the difference becomes

σ(B) − σ(0) = G₀[ψ(1/2+b) − ln b].

This is G₀B²/(24Bφ²) at low field and G₀[ln(B/Bφ)+ψ(1/2)] at high field. The conductance increases, so the magnetoresistance is negative, as in the Kondo case.

Apart from its action on the electron spins, treated below, a parallel field acts only through the finite thickness. With vector potential Bz, the pair acquires the extra rate D(2eB/ħ)²⟨z²⟩. Since ⟨z²⟩ = d²/12,

1/τ_B = D(eBd/ħ)²/3.

This reaches 1/τφ at B = √3ħ/(ed√(Dτφ)). It assumes weak variation of the pair amplitude across the film. For 10 nm and 1 T, a numerical solution of the transverse equation agrees within 1%.

**Why spin can reverse the sign**

Let A be the spin rotation along a loop and B_r that along the reversed loop. The interference carries the factor (1/2)Tr(AB_r†). This trace counts the three triplet states of two spins with a plus sign and the singlet with a minus sign, all divided by two.

A small rotation is U ≈ 1 − iη·σ − η²/2. On the reversed loop a spin-orbit rotation is inverted, while that of a slowly changing moment is not. The averages per scattering event are therefore

spin-orbit: 1 − ⟨η²⟩ − (⟨η²⟩/3)σ₁·σ₂
moments: 1 − ⟨η²⟩ + (⟨η²⟩/3)σ₁·σ₂

Here σ₁·σ₂ is 1 in the triplet and −3 in the singlet. Writing ⟨η²⟩ per unit time as 1/τso or 1/τs, the decay rates are

triplet: Γt = 1/τφ + 4/(3τso) + 2/(3τs)
singlet: Γs = 1/τφ + 2/τs

Without moments, and leaving out the Zeeman energy, the conductance change is 3/2 times the field formula with Γt minus 1/2 times that with Γs. Differentiating the zero-field logarithms gives the temperature slope

dσ/d ln T = pG₀[(3/2)/(τφΓt) − 1/2].

It changes sign at Γtτφ = 3. The low-field magnetoresistance in a perpendicular field changes sign earlier, at Γtτφ = √3, because its coefficient is proportional to (3/2)/(Γtτφ)² − 1/2.

The Zeeman energy couples the singlet to one triplet state. With ω = g_sμ_BB/ħ, the decay matrix of this pair has Γt and Γs on its diagonal and iω off it. Its eigenvalues are Γm ± κ, where Γm = (Γt+Γs)/2, δ = (Γt−Γs)/2 and κ² = δ² − ω². Let Y(Γ) = ψ(1/2 + ħΓ/4eDB⊥) + ln B⊥, or ln(ħΓ/4eD) when the perpendicular component B⊥ vanishes. Then, up to a constant,

σ/G₀ = Y(Γt) + (δ/2κ)[Y(Γm+κ) − Y(Γm−κ)].

At ω = 0 this returns the weights 3/2 and −1/2. I use this expression for the film without moments.

**Numbers for a film at 10 K**

I take a carrier density of 8.6×10²⁸ m⁻³, l = 2 nm, d = 10 nm, τφ = 5 ps, p = 2 and τso = 20 ps. These are illustrative values, chosen to resemble a strongly disordered film of a light metal such as magnesium, with weak spin-orbit scattering. Free-electron relations give k_F l = 27, D = 10.5 cm²/s and R = 32.6 Ω. The phase length is 73 nm, well above the thickness.

Here RG₀ = 402 ppm, where ppm means parts per million of R. With Γtτφ = 1 + (4/3)(5/20) = 1.33, the conductance slope is

2 × (1.5/1.33 − 0.5) G₀ = 1.25 G₀,

so the resistance rises by 402 × 1.25 = 503 ppm per unit decrease of ln T.

For comparison, let a Kondo term have the same zero-field slope, with g = 0.30 at 10 K. It needs R_K/R = 503/(2×0.30) = 838 ppm, and its T_K is about 0.36 K. At zero field the two slopes are indistinguishable. The field scales are not:

weak localization, perpendicular: Bφ = 31 mT
weak localization, parallel: 1.6 T
Kondo, any direction: kT/(g_sμ_B) = 7.4 T

The relative resistance changes of the separate mechanisms are

at 0.1 T: −46 ppm perpendicular and −0.9 ppm parallel for weak localization; −0.017 ppm for Kondo
at 1 T: −517 ppm perpendicular and −88 ppm parallel for weak localization; −1.7 ppm for Kondo

The Kondo value at 1 T follows from x = 1/7.44 = 0.134: the drop is 838 × x²/9 ≈ 1.7 ppm. Even at 10 T it is only about 140 ppm, with corrections of relative order g.

At 0.1 T, turning the field from perpendicular to parallel reduces the weak-localization signal about fifty-fold; at 1 T the reduction is only about six-fold. A parallel field therefore does not isolate the Kondo term in this film: at 1 T the parallel weak-localization signal is still some fifty times larger.

**Measure the temperature slope in a field**

A more useful measurement is the temperature dependence in a fixed perpendicular field well above Bφ but well below kT/(g_sμ_B). A field of only a few Bφ is not enough, because most of the weak-localization slope then survives. At high field the field-induced part of the weak-localization conductance is G₀ ln(B/Bφ) plus a constant, and it varies as +G₀ ln τφ because Bφ ∝ 1/τφ. The zero-field part, −G₀ ln(τφ/τ), varies as −G₀ ln τφ. The two temperature dependences cancel, and the same happens separately in the triplet and singlet terms, so the temperature slope fades. The Kondo slope hardly changes while x is small. At 1 T the film without moments keeps 21% of its weak-localization slope, while the Kondo term keeps 99% of its own. Moments raise Γt and Γs. The field must then be well above ħΓt/(4eD) and ħΓs/(4eD), and 1 T suppresses the weak-localization slope less completely.

If most of the upturn disappears in such a field, weak localization caused most of it. If it survives, Kondo scattering is still not proved, because electron-electron interaction in a disordered film also gives a logarithmic upturn. Its standard size, which I quote without derivation, is of order RG₀ per unit ln T, here about 400 ppm. It does not rely on the loop interference that the perpendicular field destroys. With a field-independent term of that size added, the film without moments keeps about 56% of its total upturn at 1 T.

The dependence on moment concentration helps here, provided the slopes are compared in the field. In the dilute regime the Kondo term is proportional to it, if disorder and thickness are held fixed. At zero field the weak-localization slope also changes with concentration, through τs. In the slow-moment estimate it first rises faster than the Kondo slope, and then falls from 503 to about 170 ppm at the matched density found below. At 1 T it changes only from about 106 to 77 ppm. After the other contributions have been subtracted, the field-dependent factor of a Kondo remainder should also follow B/T, to leading order in g.

**Real moments do not remove weak localization**

The matched Kondo term also implies a spin-scattering rate. Since R_K/R = τ/τs and τ = 1.27 fs, τs is 1.5 ps. The golden rule, 1/τs = (2π/ħ)(3/16)g²nᵢ/ν, then gives a moment density nᵢ of about 870 atomic ppm if each atom supplies two carriers.

These moments shorten the coherence but do not destroy it. The rate 1/τs is proportional to g², so it grows on cooling, by a fraction 2g per unit decrease of ln T. This weakens the slope further, because dσ/d ln T = G₀[(3/2) d ln Γt/d ln T − (1/2) d ln Γs/d ln T]. With the slow-moment rates above, and the Zeeman energy neglected at low field, a weak-localization slope of 0.42 G₀ remains. That is 402 × 0.42 ≈ 170 ppm, on top of the Kondo slope of 503 ppm. In this slow-moment estimate, about a quarter of the combined upturn is not Kondo scattering. At 0.1 T perpendicular, the remaining weak localization changes R by −17 ppm in the same estimate, about a thousand times the Kondo change. A low-field perpendicular signal therefore shows phase coherence, but does not exclude moments.

This estimate is rough because the moments are not truly slow. Thermal electrons flip a moment at the rate (2π/ħ)(J/2)²ν²kT in each direction, so its polarization relaxes at πg²kT/ħ = 3.7×10¹¹ s⁻¹. That is comparable with 1/τs = 6.6×10¹¹ s⁻¹, so the remaining weak-localization slope and field signal are both somewhat smaller than the slow-moment values.

**How far this carries over to real films**

Spin-orbit scattering is the assumption most likely to change the picture in a heavier metal. As an illustration, shorten τso to 0.6 ps and hold everything else fixed. The perpendicular change at 0.1 T becomes +44 ppm, and weak localization now lowers the resistance on cooling, by 402 × 0.75 ≈ 300 ppm per unit ln T. An interaction term of about 400 ppm could still leave a net upturn, now with positive low-field magnetoresistance.

The balance with phonon scattering also depends on the disorder. In the chosen film, 32.6 Ω at 10 nm means about 33 μΩ cm. With a rough Debye temperature of 400 K and a phonon resistivity of 4.5 μΩ cm at 300 K, the standard Bloch formula gives a phonon slope of 5 ppm per unit ln T, small beside 503 ppm. The figure is sensitive to the Debye temperature: 340 K gives 9 ppm and 300 K gives 15 ppm. This formula leaves out the interference between phonon and impurity scattering, which in strongly disordered metals can add a larger resistance growing as T². That term is not included here, so the Bloch number alone does not show that phonons are negligible. As a scaling estimate, suppose R were ten times smaller, with thickness, τφ and τso fixed. The effective mean free path would then exceed the thickness, which requires a very clean film. The relative weak-localization slope would fall to about 50 ppm and the relative phonon slope would rise to about 50 ppm. On the Bloch estimate with 400 K, the weak-localization upturn would then be nearly cancelled by phonons at 10 K, though an interaction term of about 40 ppm could remain. With 300 K the phonon slope would be about 150 ppm and would outweigh both.

For your film, I would first measure the perpendicular magnetoresistance at several temperatures and fit the two rates Γt and Γs independently, with the Zeeman energy included. For the film above, leaving it out shifts the rates fitted up to 1 T by 0.2% or less; with D ten times smaller and the same times, the shifts reach about 3% in Γt and 11% in Γs. Without moments they give τφ and τso. If moments may be present, a fit restricted to τφ and τso can misjudge the slope. For the matched film with slow moments, such a fit reproduces the curve up to 1 T within 2.5 ppm, yet with p = 2 it predicts 0.85 G₀ instead of 0.42 G₀. Telling the two solutions apart therefore needs a resolution of about a ppm. Through σ/G₀ = (3/2) ln Γt − (1/2) ln Γs plus a constant, the fitted rates predict the weak-localization part of the upturn, with no free amplitude, provided that any moments are slow. If the moments relax during the coherence time, the prediction is only approximate. The remainder has to be weighed between interaction, moments and phonons. The numerical output below lists the values used here.

Calculated quantities

```
Largest error, Kondo field factor: 3.4e-13
WL lattice test, largest relative error at 200 sites: 0.0216
WL lattice test, largest error extrapolated: 0.00001
Largest error, spin random-walk test: 0.0035
Input carrier density: 8.60e+28 m^-3
Input mean free path: 2.0 nm; thickness: 10.0 nm
Input temperature: 10.0 K; phase time: 5.0 ps
Input phase exponent p: 2.0; spin-orbit time: 20.0 ps
Input Kondo coupling at 10 K: 0.30
Kondo temperature, leading log: 0.36 K
k_F l: 27.3; elastic time: 1.27 fs
Diffusion constant: 10.54 cm2/s
Sheet resistance: 32.62 ohm
G0: 12.331 microsiemens; R*G0: 402.2 ppm
Phase length: 72.6 nm
Perpendicular WL field B_phi: 31.2 mT
Parallel WL field: 1.57 T
Kondo field kT/(g mu_B): 7.44 T; over B_phi: 238
WL conductance slope: 1.250 G0 per unit ln T
WL resistance slope: -502.8 ppm per unit ln T
Kondo resistance slope: -502.8 ppm per unit ln T
Matched Kondo share R_K/R: 838 ppm
Moment scattering time: 1.51 ps
Moment concentration: 868 atomic ppm
B=0.01 T, dR/R in ppm: WL perp -0.590, WL par -0.0091, Kondo -0.00017
B=0.10 T, dR/R in ppm: WL perp -46.256, WL par -0.9080, Kondo -0.01680
B=1.00 T, dR/R in ppm: WL perp -517.296, WL par -87.9221, Kondo -1.67679
Kondo dR/R at 10 T: -138.3 ppm
Kondo factor at 10 T: 0.835
WL slope kept at 1 T perpendicular: 21.2 %
Kondo slope kept at 1 T: 99.1 %
Film with moments, residual WL slope: 0.416 G0 per ln T
Film with moments, WL dR/R at 0.1 T perp: -16.932 ppm
Short spin-orbit time: 0.60 ps
Short spin-orbit time, WL slope: -0.752 G0 per ln T
Short spin-orbit time, dR/R at 0.1 T perp: 43.92 ppm
Interaction slope, order of size: -402 ppm per ln T
Rough phonon inputs: Debye 400 K, 4.5 microohm cm at 300 K
Phonon resistance slope: 4.93 ppm per ln T
Classical (omega_c tau)^2 at 1 T: 0.050 ppm
Moment-moment coupling scale: 0.72 K
Moment relaxation rate: 3.70e+11 1/s
Moment scattering rate: 6.62e+11 1/s
Field where WL diffusion fails: 123 T
```
